**Coherent alloy films: critical temperature and surface relief**

The program tests \(kT_c=(\Omega-w)/2\) with \(w=vM\eta^2\), where \(\Omega\) is the stress-free interaction, \(v\) the volume per mixing site, \(M\) the biaxial modulus and \(\eta\) the relative lattice slope. It relaxes the full cubic stiffness matrix and asserts that loss of convexity of the complete free energy gives this \(T_c\) for several substrates and stiffnesses. The miscibility gap is compared with a lower convex hull, and composition pulling with direct solutions at fixed exchange potential. The first-order effect of a variable modulus is compared with the numerical top of the spinodal. A finite-element calculation tests the elastic penalty of lateral composition waves below a free surface, including the softest mode. For the model parameters the output shows \(T_c\) falling from 870 K to 557 K for layered films. Lateral waves near the surface can become unstable at up to 766 K in the short-wave limit, with gradient energy left out.

## Program and output

```python
"""
Result under test: a coherent alloy film whose composition varies only along
the growth normal has k*Tc = (Omega - w)/2, with w = v*M*eta**2.
Omega: regular-solution parameter of stress-free phases; v: volume per mixing
site; M: biaxial modulus; eta: d(ln a)/dx; xs: composition whose free lattice
parameter equals that of the substrate. Also tested: composition pulling,
variable modulus, and the weaker elastic penalty of lateral modulation near
a free surface (theta = penalty divided by its bulk value).
Site energies are in meV, moduli in GPa, temperatures in K.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.optimize import brentq, minimize_scalar

kB = boltzmann / charge * 1e3            # meV/K
a_mid = 0.6e-9                          # m, lattice parameter at x = 1/2
site_volume = a_mid**3 / 4
C11, C12 = 100.0, 50.0
C44 = (C11 - C12) / 2
eta, Omega = 0.04, 150.0
to_meV = 1e9 / charge * 1e3             # GPa*m^3 to meV


def biaxial_formula(c11, c12):
    return c11 + c12 - 2 * c12**2 / c11


def biaxial_relaxed(c11, c12, c44):
    """Energy density / strain^2 after relaxing zz, yz and xz strains."""
    C = np.diag([c11, c11, c11, c44, c44, c44]).astype(float)
    for i in range(3):
        for j in range(3):
            if i != j:
                C[i, j] = c12
    fixed, free = [0, 1, 5], [2, 3, 4]
    strain = np.array([1.0, 1.0, 0.0])
    relaxed = np.linalg.solve(C[np.ix_(free, free)],
                              -C[np.ix_(free, fixed)] @ strain)
    full = np.zeros(6)
    full[fixed], full[free] = strain, relaxed
    return 0.5 * full @ C @ full, relaxed[0]


for constants in [(C11, C12, C44), (160.0, 60.0, 80.0), (90.0, 45.0, 40.0)]:
    energy, normal_strain = biaxial_relaxed(*constants)
    assert abs(energy / biaxial_formula(*constants[:2]) - 1) < 1e-12
    assert abs(normal_strain + 2 * constants[1] / constants[0]) < 1e-12

M = biaxial_formula(C11, C12)
M_relaxed = biaxial_relaxed(C11, C12, C44)[0]
w = site_volume * M * eta**2 * to_meV


def free_energy(x, T, xs, stiffness=1.0):
    """Complete free energy per site from the relaxed elastic energy."""
    mixing = Omega * x * (1 - x)
    entropy = kB * T * (x * np.log(x) + (1 - x) * np.log(1 - x))
    strain = eta * (xs - x)
    return (mixing + entropy
            + stiffness * site_volume * M_relaxed * strain**2 * to_meV)


def least_curvature(T, xs, stiffness=1.0):
    x = np.linspace(0.01, 0.99, 981)
    g = free_energy(x, T, xs, stiffness)
    return np.min(g[2:] - 2 * g[1:-1] + g[:-2]) / (x[1] - x[0])**2


# Critical temperatures from loss of convexity
Tc_free = Omega / (2 * kB)
Tc_coherent = (Omega - w) / (2 * kB)
slope = site_volume * eta**2 * to_meV / (2 * kB)
for xs in (0.0, 0.2, 1.0):
    for stiffness in (0.0, 0.5, 1.0, 1.5):
        numeric = brentq(lambda T: least_curvature(T, xs, stiffness), 20, 1500)
        assert abs(numeric - (Tc_free - slope * stiffness * M)) < 0.02
M_vanish = Omega / (site_volume * eta**2 * to_meV)
assert least_curvature(1.0, 0.2, 1.05 * M_vanish / M) > 0
assert least_curvature(1.0, 0.2, 0.95 * M_vanish / M) < 0


# Miscibility gap from the lower convex hull
def hull_gap(T, xs, stiffness):
    x = np.linspace(0.001, 0.999, 3993)
    g = free_energy(x, T, xs, stiffness)
    hull = []
    for p in zip(x, g):
        while len(hull) > 1:
            (x1, g1), (x2, g2) = hull[-2], hull[-1]
            if (x2 - x1) * (p[1] - g1) - (g2 - g1) * (p[0] - x1) <= 0:
                hull.pop()
            else:
                break
        hull.append(p)
    hx = np.array([p[0] for p in hull])
    i = np.argmax(np.diff(hx))
    return hx[i], hx[i + 1]


def binodal(T, interaction):
    return brentq(lambda x: interaction * (1 - 2 * x)
                  + kB * T * np.log(x / (1 - x)), 1e-8, 0.45)


T_gap = 450.0
gap_free, gap_coherent = binodal(T_gap, Omega), binodal(T_gap, Omega - w)
for stiffness, edge in ((0.0, gap_free), (1.0, gap_coherent)):
    for xs in (0.0, 0.2):
        left, right = hull_gap(T_gap, xs, stiffness)
        assert abs(left - edge) < 6e-4 and abs(right - 1 + edge) < 6e-4

# Composition pulling at fixed exchange potential
T_grow, x_target = 1000.0, 0.30


def exchange(x, xs, stiffness):
    d = 1e-5
    return (free_energy(x + d, T_grow, xs, stiffness)
            - free_energy(x - d, T_grow, xs, stiffness)) / (2 * d)


mu_vapour = exchange(x_target, 0.0, 0.0)


def film_composition(xs):
    return brentq(lambda x: exchange(x, xs, 1.0) - mu_vapour,
                  1e-3, 0.999, xtol=1e-13)


x_pulled = film_composition(0.0)
pull_numeric = (film_composition(0.01) - film_composition(-0.01)) / 0.02
pull_formula = 2 * w / (kB * T_grow / (x_pulled * (1 - x_pulled))
                        - 2 * (Omega - w))
assert abs(pull_numeric / pull_formula - 1) < 5e-3
assert abs(film_composition(x_target) - x_target) < 1e-6

# Variable modulus, true misfit and true site volume
m_slope = -0.2


def spinodal_top(xs):
    x = np.linspace(0.2, 0.8, 6001)
    a = a_mid * (1 + eta * (x - 0.5))
    a_sub = a_mid * (1 + eta * (xs - 0.5))
    modulus = M * (1 + m_slope * (x - 0.5))
    elastic = a**3 / 4 * modulus * ((a_sub - a) / a)**2 * to_meV
    curvature = (elastic[2:] - 2 * elastic[1:-1] + elastic[:-2]) \
        / (x[1] - x[0])**2
    xi = x[1:-1]
    return np.max(xi * (1 - xi) * (2 * Omega - curvature)) / kB


p_slope = m_slope + eta
Tc_sub0, Tc_sub1 = spinodal_top(0.0), spinodal_top(1.0)
first_order = -w * p_slope * 0.5 / kB
# Even second-order terms nearly cancel in the difference of two substrates.
assert abs((Tc_sub0 - Tc_sub1) / (2 * first_order) - 1) < 0.02
assert abs(Tc_sub0 - Tc_coherent - first_order) < 0.1 * abs(first_order)
assert abs(Tc_sub1 - Tc_coherent + first_order) < 0.1 * abs(first_order)


# Elastic energy of lateral modulation f(z)*cos(q*x) below a free surface
def modulation_matrix(lam, mu, depth=12.0, n=300):
    """Finite elements, q = 1, bottom clamped; energy relative to bulk."""
    h = depth / n
    B = np.zeros((10 * n, 2 * (n + 1)))
    F = np.zeros((10 * n, n))
    row = 0
    for el in range(n):
        U, W = [el, el + 1], [n + 1 + el, n + 2 + el]
        dN = np.array([-1.0, 1.0]) / h
        for s in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            N = np.array([(1 - s) / 2, (1 + s) / 2])
            cl = np.sqrt(h / 2 * lam / 4)
            cm = np.sqrt(h / 2 * mu / 2)
            cs = np.sqrt(h / 2 * mu / 4)
            B[row, U], B[row, W], F[row, el] = cl * N, cl * dN, -3 * cl
            B[row + 1, U], F[row + 1, el] = cm * N, -cm
            B[row + 2, W], F[row + 2, el] = cm * dN, -cm
            F[row + 3, el] = -cm
            B[row + 4, U], B[row + 4, W] = cs * dN, -cs * N
            row += 5
    keep = [i for i in range(2 * (n + 1)) if i not in (0, n + 1)]
    B = B[:, keep]
    BF = B.T @ F
    S = F.T @ F - BF.T @ np.linalg.solve(B.T @ B, BF)
    poisson = lam / (2 * (lam + mu))
    biaxial = 2 * mu * (1 + poisson) / (1 - poisson)
    return (S + S.T) / 2 / (biaxial / 2 * h), poisson, h


def theta_uniform(s, poisson):
    return 1 - (1 + poisson) * (1 - np.exp(-s))**2 / s


def theta_best(s, poisson):
    return 1 - (1 + poisson) * (1 - np.exp(-2 * s)) / 2


for lam, mu in ((30.0, 40.0), (C12, C44)):
    S, nu, h = modulation_matrix(lam, mu)
    levels = np.linalg.eigvalsh(S)
    assert abs(levels[0] - (1 - nu) / 2) < 2e-3
    assert abs(levels[1] - 1) < 5e-3       # all other modes cost the bulk value
    for layers in (5, 12, 31, 100):
        block = S[-layers:, -layers:]
        s = layers * h
        assert abs(block.sum() / layers - theta_uniform(s, nu)) < 3e-3
        assert abs(np.linalg.eigvalsh(block)[0] - theta_best(s, nu)) < 3e-3
theta_fe = levels[0]
theta_surface = (1 - nu) / 2
T_surface = (Omega - theta_surface * w) / (2 * kB)
best = minimize_scalar(lambda s: theta_uniform(s, nu),
                       bounds=(0.1, 5), method="bounded")
T_uniform = (Omega - best.fun * w) / (2 * kB)
assert Tc_coherent < T_uniform < T_surface < Tc_free

print(f"Lattice parameter at x=1/2: {a_mid*1e9:.3f} nm")
print(f"Volume per mixing site: {site_volume*1e27:.4f} nm^3")
print(f"C11, C12, C44: {C11:.1f}, {C12:.1f}, {C44:.1f} GPa")
print(f"Biaxial modulus M: {M:.2f} GPa")
print(f"Relative lattice slope eta: {eta:.3f} (dimensionless)")
print(f"Stress-free interaction Omega: {Omega:.2f} meV")
print(f"Elastic coefficient w: {w:.3f} meV per site")
print(f"Effective interaction Omega-w: {Omega-w:.3f} meV")
print(f"Stress-free critical temperature: {Tc_free:.2f} K")
print(f"Coherent critical temperature: {Tc_coherent:.2f} K")
print(f"Lowering of critical temperature: {Tc_free-Tc_coherent:.2f} K")
print(f"Lowering per unit modulus: {slope:.4f} K/GPa")
print(f"Modulus at which the gap vanishes: {M_vanish:.2f} GPa")
print(f"Thermal energy at coherent Tc: {kB*Tc_coherent:.3f} meV")
print(f"Gap comparison temperature: {T_gap:.1f} K")
print(f"Stress-free gap edges x: {gap_free:.4f}, {1-gap_free:.4f}")
print(f"Coherent gap edges x: {gap_coherent:.4f}, {1-gap_coherent:.4f}")
print(f"Growth temperature for pulling: {T_grow:.1f} K")
print(f"Composition of stress-free alloy: {x_target:.4f}")
print(f"Exchange potential set by vapour: {mu_vapour:.3f} meV")
print(f"Coherent composition on xs=0: {x_pulled:.4f}")
print(f"Pulling dx/dxs at xs=0, formula: {pull_formula:.4f}")
print(f"Pulling dx/dxs at xs=0, numerical: {pull_numeric:.4f}")
print(f"Relative modulus slope m: {m_slope:.3f} (dimensionless)")
print(f"Combined prefactor slope p: {p_slope:.3f} (dimensionless)")
print(f"First-order Tc change on xs=0: {first_order:.2f} K")
print(f"Variable-modulus Tc on xs=0: {Tc_sub0:.2f} K")
print(f"Variable-modulus Tc on xs=1: {Tc_sub1:.2f} K")
print(f"Poisson ratio: {nu:.4f}")
print(f"Surface-mode penalty factor, formula: {theta_surface:.4f}")
print(f"Surface-mode penalty factor, elements: {theta_fe:.4f}")
print(f"Second-lowest penalty factor, elements: {levels[1]:.4f}")
print(f"Surface-mode instability temperature: {T_surface:.2f} K")
print(f"Depth-uniform film, softest q*h: {best.x:.4f}")
print(f"Depth-uniform film, least penalty factor: {best.fun:.4f}")
print(f"Depth-uniform instability temperature: {T_uniform:.2f} K")
print("ALL CHECKS PASSED")
```

Printed output:

```
Lattice parameter at x=1/2: 0.600 nm
Volume per mixing site: 0.0540 nm^3
C11, C12, C44: 100.0, 50.0, 25.0 GPa
Biaxial modulus M: 100.00 GPa
Relative lattice slope eta: 0.040 (dimensionless)
Stress-free interaction Omega: 150.00 meV
Elastic coefficient w: 53.927 meV per site
Effective interaction Omega-w: 96.073 meV
Stress-free critical temperature: 870.34 K
Coherent critical temperature: 557.44 K
Lowering of critical temperature: 312.90 K
Lowering per unit modulus: 3.1290 K/GPa
Modulus at which the gap vanishes: 278.16 GPa
Thermal energy at coherent Tc: 48.037 meV
Gap comparison temperature: 450.0 K
Stress-free gap edges x: 0.0247, 0.9753
Coherent gap edges x: 0.1501, 0.8499
Growth temperature for pulling: 1000.0 K
Composition of stress-free alloy: 0.3000
Exchange potential set by vapour: -13.014 meV
Coherent composition on xs=0: 0.1858
Pulling dx/dxs at xs=0, formula: 0.2858
Pulling dx/dxs at xs=0, numerical: 0.2858
Relative modulus slope m: -0.200 (dimensionless)
Combined prefactor slope p: -0.160 (dimensionless)
First-order Tc change on xs=0: 50.06 K
Variable-modulus Tc on xs=0: 610.68 K
Variable-modulus Tc on xs=1: 510.50 K
Poisson ratio: 0.3333
Surface-mode penalty factor, formula: 0.3333
Surface-mode penalty factor, elements: 0.3335
Second-lowest penalty factor, elements: 1.0000
Surface-mode instability temperature: 766.04 K
Depth-uniform film, softest q*h: 1.2564
Depth-uniform film, least penalty factor: 0.4570
Depth-uniform instability temperature: 727.35 K
ALL CHECKS PASSED
```
